Class-A output power and the resistive load line

Suppose that a transistor can carry any current from zero to I_m and can stand any voltage from zero to V_m. Let its current swing sinusoidally over the whole range, and let the load make its voltage swing over the whole range too, with the voltage lowest when the current is highest. The current then has a mean value I_m/2 and a peak amplitude I_m/2. The voltage has a mean value V_m/2 and a peak amplitude V_m/2. For two sinusoids in step, the average power is half the product of the peak amplitudes, so the load receives

P = (1/2)(I_m/2)(V_m/2) = I_m V_m/8.

The eight is made of three factors of two: one turns the current swing into an amplitude, one does the same for the voltage, and one comes from averaging a squared cosine. The load resistance is the ratio of the amplitudes, V_m/I_m.

A real transistor does not reach zero voltage at full current. Below a certain drain voltage, the knee voltage V_knee, the current no longer follows the gate drive alone. At the other end, the voltage must stay below a limit V_max set by breakdown. The current is likewise confined between I_min and I_max. In the simplest model these limits are four fixed numbers, and the permitted region in the plane of voltage and current is a rectangle:

I_min ≤ i ≤ I_max,
V_knee ≤ v ≤ V_max.

Its sides are the available peak-to-peak swings,

ΔI = I_max − I_min,
ΔV = V_max − V_knee.

Inside the rectangle the transistor is taken to be a current source controlled linearly by the gate, so that a sinusoidal drive gives a sinusoidal drain current. Class A means here that the current stays within its limits throughout the cycle and is never clipped. The question is how much power such a device can deliver to a linear load, and which load draws it.

The drain is connected to a direct supply through a choke, and to the load through a blocking capacitor. Both are ideal at the signal frequency: the choke current and the capacitor voltage are constant over a cycle. In the steady state the mean voltage across the choke is zero, since otherwise its current would drift from cycle to cycle. The mean drain voltage V_Q therefore equals the supply voltage. The mean current through the capacitor is zero for the corresponding reason, so the choke carries the mean drain current I_Q, and the capacitor holds the voltage V_Q.

Count the drain current i as positive into the transistor, and write

i = I_Q + I_1 cos θ, θ = ωt,

where I_1 is a peak amplitude. The choke supplies I_Q, which divides between the transistor and the load. The current into the load is therefore

i_load = I_Q − i = −I_1 cos θ.

The minus sign says that when the transistor draws more current, the load receives less. Let the load impedance at the signal frequency be R + jX, with R positive. The load current is the real part of −I_1 exp(jθ), and the load voltage is the real part of that quantity multiplied by the impedance:

v_load = Re[−I_1 (R + jX)(cos θ + j sin θ)]
= −I_1 (R cos θ − X sin θ).

The drain voltage is the capacitor voltage plus the load voltage:

v = V_Q − I_1 (R cos θ − X sin θ).

The average power in the load is the cycle average of v_load i_load. The two minus signs cancel, which leaves

P = I_1² [R ⟨cos² θ⟩ − X ⟨sin θ cos θ⟩].

Over a full cycle the average of cos² θ is 1/2 and that of sin θ cos θ is zero. Hence

P = R I_1²/2 = (1/2)(I_1)(R I_1).

The second form shows the power as half the product of the current amplitude and the part of the voltage amplitude that is in step with it. Each of these factors is limited by one pair of sides of the rectangle.

For the current, the largest and smallest values must both be allowed:

I_Q + I_1 ≤ I_max,
I_Q − I_1 ≥ I_min.

Subtracting the second condition from the first removes the bias and gives 2I_1 ≤ I_max − I_min, or

I_1 ≤ ΔI/2.

Equality requires both conditions to be met as equalities, and adding them then gives I_Q = (I_max + I_min)/2.

For the voltage, it is enough at first to look at two instants, θ = 0 and θ = π. There sin θ vanishes, so the reactance drops out:

v(0) = V_Q − R I_1 ≥ V_knee,
v(π) = V_Q + R I_1 ≤ V_max.

Subtracting the first condition from the second gives

R I_1 ≤ ΔV/2.

This holds for every value of X. Putting the two limits into the expression for the power gives

P ≤ (1/2)(ΔI/2)(ΔV/2) = ΔI ΔV/8.

The bound covers every bias point and every linear load, but it would be of little use if no load reached it. To reach it, both limits must be equalities: I_1 = ΔI/2 and R I_1 = ΔV/2. Dividing the second by the first gives

R_opt = ΔV/ΔI.

The reactance is now fixed as well. The full amplitude of the drain voltage is I_1 √(R² + X²), and twice this amplitude must fit into ΔV. Since R I_1 already equals ΔV/2, there is room for no reactive part, and X = 0. The voltage then fills its whole range, which puts its mean at the centre, V_Q = (V_max + V_knee)/2. With these choices all four limits are respected, so the bound is attained:

P_max = ΔI ΔV/8.

For a resistive load, the relation between v and i follows by eliminating the angle. From the current, I_1 cos θ = i − I_Q. Substituting this into v = V_Q − R I_1 cos θ gives

v = V_Q − R (i − I_Q),

or, solved for the current,

i = I_Q − (v − V_Q)/R.

This is the load line, a straight line through the bias point with slope −1/R. At the optimum, the current I_max is I_Q + ΔI/2, and the voltage there is V_Q − R_opt ΔI/2 = V_Q − ΔV/2 = V_knee. At I_min the same substitution gives V_Q + ΔV/2 = V_max. The optimum load line is thus the diagonal of the permitted rectangle, from the corner of high current and low voltage to the corner of low current and high voltage.

With a reactance present, the path is no longer a line. Since I_1 sin θ = ±√(I_1² − (i − I_Q)²), the voltage becomes

v = V_Q − R (i − I_Q) ± |X| √(I_1² − (i − I_Q)²).

Each current between the extremes now belongs to two voltages, and the path opens into a loop that needs more voltage for the same delivered power. If the bias is central and R = R_opt, the voltage limit sets I_1 = ΔV/(2√(R² + X²)), and the power falls to

P = R I_1²/2 = P_max R²/(R² + X²).

The last step uses P = R ΔV²/[8(R² + X²)] together with P_max = ΔV²/(8R), which holds when R = R_opt. For other values of R the bound is not reached even with X = 0, because it requires both R = R_opt and X = 0. Any reactance seen by the current source therefore keeps the power below P_max. This is the reason for tuning out the drain capacitance C of the transistor. The load line describes the current source inside the device, and that source sees C in parallel with the external load. The external load must therefore have the admittance 1/R_opt − jωC, so that the sum with jωC is the pure conductance 1/R_opt.

As a numerical example, take the round model values I_min = 0, I_max = 1 A, V_knee = 5 V and V_max = 95 V. The swings are

ΔI = 1 − 0 = 1 A,
ΔV = 95 − 5 = 90 V.

The central bias is 0.5 A and 50 V. The optimum load and the greatest power are

R_opt = 90/1 = 90 Ω,
P_max = (1 × 90)/8 = 11.25 W.

On the logarithmic scale referred to one milliwatt, this is 40.5 dBm.

Two numerical tests, whose results stand in the numerical output, approach these values from other sides. The first searches over bias current, bias voltage, resistance and reactance, using sampled sinusoids and the four limits but neither formula. It finds 11.25 W at 90 Ω, with the bias at 0.5 A and 50 V. The reactance it finds is not printed, but the program checks that it is zero to within one per cent of R_opt. The second solves the circuit in time with a finite choke and capacitor. The choke reactance is 200 times the load resistance, and the load resistance is 200 times the capacitor reactance. The load again receives 11.25 W, and the computed path has the slope −11.11 mA/V, which is −1/(90 Ω). Its ends lie at 5 V and 95 V.

The upper end of the path lies well above the 50 V supply. This is the work of the choke. When the transistor draws less than the mean current, the choke keeps its current flowing, and the difference is driven into the load, which raises the drain voltage above the supply. The load line meets the axis of zero current at V_Q + R I_Q = 50 + 90 × 0.5 = 95 V, not at the supply voltage. It describes the alternating part of the motion around the bias point, and no direct voltage is dropped across R.

A load other than R_opt leaves part of the rectangle unused. Keep the bias central and the load resistive. If R is smaller than R_opt, the current reaches its limit first: I_1 = ΔI/2, while the voltage amplitude R ΔI/2 is less than ΔV/2. The greatest undistorted power is

P = R (ΔI/2)²/2 = ΔI² R/8 = P_max R/R_opt.

If R is larger than R_opt, the voltage reaches its limit first, and the drive must be reduced until R I_1 = ΔV/2. Then

P = (ΔV/2)²/(2R) = ΔV²/(8R) = P_max R_opt/R.

Both expressions give P_max at R = R_opt, where the two limits are reached together. A load wrong by a factor of two in either direction halves the power. In the example, 45 Ω and 180 Ω both give 5.63 W. The causes differ: with 45 Ω the transistor uses its full current but half its voltage swing, and with 180 Ω it uses its full voltage but half its current swing.

The optimum load is a property of the limits, not of small signals. For a drive so weak that no limit is approached, I_1 is fixed by the gate, and P = R I_1²/2 simply grows with R in this model. Nothing in that behaviour singles out R_opt. It appears when the drive is raised until the current and the voltage both fill their ranges.

The bias point matters in the same way. Let the bias current be 0.3 A instead of 0.5 A, with the voltage bias and the 90 Ω load unchanged. The current can now fall by no more than 0.3 A before it reaches zero, so I_1 = 0.3 A and

P = 90 × 0.3²/2 = 4.05 W.

A larger load resistance would bring back the full voltage amplitude, but the power would then be I_1 ΔV/4, which is still below ΔI ΔV/8 because I_1 is below ΔI/2.

The power drawn from the supply is the supply voltage times the mean choke current,

P_dc = V_Q I_Q.

At the optimum, with central bias, this is (V_max + V_knee)(I_max + I_min)/4. Dividing P_max by it gives the efficiency of the drain circuit:

η = (1/2) × ΔI/(I_max + I_min) × ΔV/(V_max + V_knee).

Neither fraction can exceed one when the limits are not negative, so η is at most one half. That value belongs to the opening case, in which both ranges begin at zero. In the example the current fraction is one and the voltage fraction is 90/100, so η = 45 %. The supply gives 50 × 0.5 = 25 W, the load takes 11.25 W, and the remaining 13.75 W heats the transistor.

The heat can also be found directly from the waveforms. For a resistive load,

⟨v i⟩ = ⟨(V_Q − R I_1 cos θ)(I_Q + I_1 cos θ)⟩
= V_Q I_Q − R I_1²/2,

because the terms linear in cos θ average to zero. The heat is what the supply delivers less what the load receives. At half the drive amplitude, the load power falls to a quarter, 2.81 W, while the supply still delivers 25 W, and the efficiency drops to 11.25 %. With no drive at all, the whole 25 W is turned into heat in the transistor. A class-A stage must therefore be cooled for its idle state, which is its hottest one in this model.

The bound was derived for a sinusoidal drain current, and it can be exceeded when the current has another shape. Suppose that the current jumps between I_min and I_max, spending half of each cycle at either value, and that the load is the resistance R_opt at the signal frequency and at all its harmonics. The load current is then always ±ΔI/2, and its square is constant, so no factor 1/2 arises from averaging:

P_square = R_opt (ΔI/2)² = ΔI ΔV/4.

This is 22.5 W in the example, twice the sinusoidal value, in the same rectangle. Part of it lies at harmonics. The fundamental amplitude of the square wave is its projection on cos θ. With the value +ΔI/2 where cos θ is positive and −ΔI/2 where it is negative, each half cycle contributes an integral of 2 × ΔI/2 = ΔI, and

I_fund = (1/π)(ΔI + ΔI) = 2ΔI/π.

The power at the fundamental is

R_opt I_fund²/2 = 2 ΔI ΔV/π²,

or 18.2 W in the example. This too exceeds 11.25 W, because the fundamental amplitude 2ΔI/π is larger than ΔI/2. The limits apply to the total waveform, and the harmonics flatten its peaks, so that the total stays within the limits although the fundamental alone would exceed them. For the square wave, the price is that the output no longer follows the amplitude of the drive, so the stage is not a linear amplifier. Milder clipping matters too. Take I_min = 0 and let a tuned load short the harmonics, so that the voltage stays sinusoidal with amplitude ΔV/2. A half-sine current of peak ΔI (class B) has the fundamental ΔI/2, proportional to the drive, and gives the same ΔI ΔV/8. A clipped cosine that conducts for about 245° of the cycle has the fundamental 0.537 ΔI and gives 12.1 W in the example. The value ΔI ΔV/8 is thus the limit for an unclipped sinusoidal drain current, not for every use of the device, nor for every stage with a sinusoidal output.

The rectangle itself is an approximation. In many transistors the knee moves to higher voltage as the current rises. A simple description is v ≥ r i, with an on-resistance r. Take I_min = 0 and a load line from the knee at peak current I_p to the point of zero current at V_max. The voltage swing is V_max − r I_p, and

P = I_p (V_max − r I_p)/8.

The derivative with respect to I_p is (V_max − 2r I_p)/8. It is positive as long as the knee voltage r I_p is less than half of V_max. Under that condition it pays to use the full current, and the earlier formula holds with V_knee = r I_max. The example, with a knee of 5 V against a limit of 95 V, satisfies it easily. The formula gives too high a power if heating lowers I_max, or if charge trapped in the device raises the knee voltage during radio-frequency operation, since either effect shrinks the rectangle. The swings to be inserted are those available under operating conditions.

The product ΔI ΔV also shows what a wide band gap offers. A wider gap generally allows a higher electric field before breakdown, and so a higher V_max for a device of similar dimensions. Compare the example with a model device that has the same current range and the same knee but a voltage limit of 15 V. The equal knee is chosen for simplicity; real low-voltage devices usually have a lower one, and a knee of 1 V would reduce the factor of nine found below to 90/14, about 6.4. Its voltage swing is 15 − 5 = 10 V, and

P_max = (1 × 10)/8 = 1.25 W,
R_opt = 10/1 = 10 Ω.

At equal current swing, both the power and the optimum resistance are proportional to ΔV, and both are nine times larger in the first device. The low-voltage device could reach the same 11.25 W with nine times the current swing, for instance by being made wider. Its optimum resistance would then fall by a further factor of nine, since R_opt = ΔV/ΔI. High voltage therefore gives the power at a higher load resistance, whereas high current gives it at a lower one.

Computed results

```
minimum and maximum current: 0.0, 1.0 A
knee and maximum voltage: 5.0, 95.0 V
current swing: 1.00 A
voltage swing: 90.0 V
central bias: 0.50 A, 50.0 V
optimum load, formula: 90.00 ohm
maximum power, formula: 11.250 W
maximum power, formula: 40.51 dBm
search, maximum power: 11.250 W
search, load resistance: 90.00 ohm
search, bias: 0.500 A, 50.00 V
circuit, reactance ratio: 200
circuit, load power: 11.250 W
circuit, load-line slope: -11.111 mA/V
circuit, voltage at maximum current: 5.00 V
circuit, voltage at minimum current: 95.00 V
circuit, supply power: 25.00 W
circuit, transistor dissipation: 13.75 W
circuit, efficiency: 45.00 %
half load resistance: 45.0 ohm, 5.625 W
double load resistance: 180.0 ohm, 5.625 W
off-centre bias 0.30 A, same load: 4.050 W
half drive, load power: 2.813 W
half drive, supply power: 25.00 W
half drive, efficiency: 11.25 %
square wave, total power: 22.500 W
square wave, fundamental power: 18.238 W
low-voltage window, maximum voltage: 15.0 V
low-voltage window, voltage swing: 10.0 V
low-voltage window, power: 1.250 W
low-voltage window, optimum load: 10.00 ohm
power ratio of the two windows: 9.00
```
